# Why layer order matters in a cylindrical silica–hafnia gate stack: a program that tests the result

```python
"""
Result under test: for a cylindrical core of radius R wrapped by silica
(thickness ts, permittivity ks) and hafnia (th, kh), exchanging the layers at
fixed thickness changes the capacitance per length C = 2 pi eps0 / S:
  S(silica inside) - S(hafnia inside)
      = (1/ks - 1/kh) * log(1 + ts*th / (R*(R + ts + th))).
S is the dimensionless elastance. Lengths are in nm, energies in eV.
A stack is a list of (thickness, permittivity), from the core outwards.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq
from scipy.sparse import coo_matrix
from scipy.sparse.linalg import spsolve
from scipy.special import expit, jn_zeros

# Rough typical values for a gate-all-around silicon nanowire
R, TS, TH = 4.0, 0.8, 2.0
KS, KH, KSI = 3.9, 20.0, 11.7
N_LINE = 2.5                       # electrons per nm of wire
M_LIGHT, M_HEAVY = 0.19, 0.92      # silicon masses / free-electron mass
BARRIER = {KS: (3.1, 0.5), KH: (1.5, 0.17)}   # height in eV, tunnel mass
BREAKDOWN = {KS: 10.0, KH: 4.0}    # rough breakdown fields, MV/cm

VOLT_NM = const.e / (2 * np.pi * const.epsilon_0) * 1e9   # V nm
KIN = const.hbar**2 / (2 * const.m_e) / const.e * 1e18    # eV nm^2
SILICA_IN = [(TS, KS), (TH, KH)]
HAFNIA_IN = [(TH, KH), (TS, KS)]


def elastance(stack, radius=R):
    """Derived formula: logarithmic thickness over permittivity."""
    total, inner = 0.0, radius
    for thick, k in stack:
        total += np.log((inner + thick) / inner) / k
        inner += thick
    return total


def elastance_quad(stack, radius):
    """Definition: integral of the field of a unit line charge."""
    total, inner = 0.0, radius
    for thick, k in stack:
        total += quad(lambda r: 1 / (k * r), inner, inner + thick,
                      epsabs=1e-15, epsrel=1e-12)[0]
        inner += thick
    return total


def swap_formula(radius, ts, th, ks, kh):
    return (1 / ks - 1 / kh) * np.log1p(ts * th / (radius * (radius + ts + th)))


def finite_elements(stack, per_layer=16, sectors=240):
    """Two-dimensional Laplace problem on triangles, core at 1 V, gate at 0 V."""
    radii, eps = [R], []
    for thick, k in stack:
        start = radii[-1]
        radii += list(start + thick * np.arange(1, per_layer + 1) / per_layer)
        eps += [k] * per_layer
    radii, eps = np.array(radii), np.array(eps)
    angle = 2 * np.pi * np.arange(sectors) / sectors
    unit = np.stack([np.cos(angle), np.sin(angle)], axis=-1)
    points = (radii[:, None, None] * unit[None]).reshape(-1, 2)
    i, j = np.meshgrid(np.arange(len(radii) - 1), np.arange(sectors),
                       indexing="ij")
    i, j = i.ravel(), j.ravel()
    a, b = i * sectors + j, i * sectors + (j + 1) % sectors
    c, d = a + sectors, b + sectors
    tri = np.vstack([np.stack([a, b, c], 1), np.stack([b, d, c], 1)])
    k_tri = np.tile(eps[i], 2)
    corner = points[tri]
    edge = np.roll(corner, -2, axis=1) - np.roll(corner, -1, axis=1)
    area = 0.5 * np.abs(edge[:, 0, 0] * edge[:, 1, 1]
                        - edge[:, 0, 1] * edge[:, 1, 0])
    local = np.einsum("tid,tjd->tij", edge, edge)
    local = local * (k_tri / (4 * area))[:, None, None]
    rows, cols = np.repeat(tri, 3, axis=1).ravel(), np.tile(tri, (1, 3)).ravel()
    size = len(points)
    stiff = coo_matrix((local.ravel(), (rows, cols)), shape=(size, size)).tocsr()
    phi = np.zeros(size)
    phi[:sectors] = 1.0
    free = np.arange(sectors, size - sectors)
    phi[free] = spsolve(stiff[free][:, free].tocsc(), -(stiff @ phi)[free])
    energy_twice = phi @ (stiff @ phi)      # equals C / eps0 at 1 V
    return 2 * np.pi / energy_twice, radii, phi[::sectors]


def radial_states(cells, mass, ang, potential, count=4):
    """Lowest radial states in the core, hard wall at R."""
    h = R / cells
    r = (np.arange(cells) + 0.5) * h
    face = (np.arange(cells) + 1) * h
    outer = face.copy()
    outer[-1] *= 2                          # wall is half a cell away
    inner = face - h
    t = KIN / mass
    diag = t * (outer + inner) / (h**2 * r) + t * ang**2 / r**2 + potential
    off = -t * face[:-1] / (h**2 * np.sqrt(r[:-1] * r[1:]))
    return eigh_tridiagonal(diag, off, select="i", select_range=(0, count - 1))


M_HARM = 2 / (1 / M_LIGHT + 1 / M_HEAVY)
M_GEO = np.sqrt(M_LIGHT * M_HEAVY)
X = np.linspace(0, 8, 161)
W = np.full(X.size, X[1])
W[0] *= 0.5


def core_state(n_line, temp, mass4, cells):
    """Self-consistent core: Fermi level above the surface band edge,
    free energy per nm, mean depth of the electrons."""
    kt = const.k * temp / const.e
    h = R / cells
    r = (np.arange(cells) + 0.5) * h
    face = (np.arange(cells) + 1) * h
    width = np.full(cells, h)
    width[-1] = h / 2
    # valley number, cross-section mass, mass along the wire
    groups = [(2, M_LIGHT, M_HEAVY), (4, mass4, M_LIGHT)]
    pot = np.zeros(cells)
    for _ in range(400):
        level, shape, pref = [], [], []
        for valleys, m_cross, m_wire in groups:
            for ang in range(12):
                e, g = radial_states(cells, m_cross, ang, pot)
                level.append(e)
                shape.append(g**2)
                deg = (1 if ang == 0 else 2) * 2 * valleys
                pref.append(np.full(e.size, deg / np.pi
                                    * np.sqrt(kt * m_wire / KIN)))
        level, shape = np.concatenate(level), np.hstack(shape)
        pref = np.concatenate(pref)

        def filling(mu):
            return pref * (expit((mu - level)[:, None] / kt - X**2) @ W)

        mu = brentq(lambda m: filling(m).sum() - n_line, -1.0, 3.0, xtol=1e-12)
        shell = shape @ filling(mu)
        step = VOLT_NM / KSI * np.cumsum(shell) * width / face
        new = np.cumsum(step[::-1])[::-1]
        if np.max(np.abs(new - pot)) < 1e-7:
            log_term = np.logaddexp(0, (mu - level)[:, None] / kt - X**2) @ W
            free = mu * n_line - kt * (pref @ log_term) - 0.5 * (new @ shell)
            return mu, free, R - (shell @ r) / n_line
        pot = pot + 0.3 * (new - pot)
    raise AssertionError("core calculation did not converge")


def core_elastance(temp=300.0, mass4=M_HARM, cells=80, d=0.05):
    up = core_state(N_LINE + d, temp, mass4, cells)
    down = core_state(N_LINE - d, temp, mass4, cells)
    slope_free = (up[1] - down[1]) / (2 * d)
    return (up[0] - down[0]) / (2 * d) / VOLT_NM, slope_free


def leak_exponent(stack, fermi):
    """WKB exponent for an electron at the Fermi level of the core."""
    total, drop, inner = 0.0, 0.0, R
    for thick, k in stack:
        height, mass = BARRIER[k]

        def kappa(r):
            gap = height - fermi - drop - VOLT_NM * N_LINE * np.log(r / inner) / k
            return np.sqrt(max(gap, 0.0) * mass / KIN)

        total += 2 * quad(kappa, inner, inner + thick)[0]
        drop += VOLT_NM * N_LINE * np.log((inner + thick) / inner) / k
        inner += thick
    return total


def peak_fields(stack):
    """Field at the inner face of each layer in MV/cm (1 V/nm = 10 MV/cm)."""
    fields, inner = {}, R
    for thick, k in stack:
        fields[k] = 10 * VOLT_NM * N_LINE / (k * inner)
        inner += thick
    return fields


def gain(first, second):
    """Relative rise of capacitance on going from first to second elastance."""
    return 100 * (first / second - 1)


# Capacitances, difference and fields against the two-dimensional solution
s_si, s_hf = elastance(SILICA_IN), elastance(HAFNIA_IN)
delta = swap_formula(R, TS, TH, KS, KH)
fe_si, rad_si, phi_si = finite_elements(SILICA_IN)
fe_hf, rad_hf, phi_hf = finite_elements(HAFNIA_IN)
assert abs(fe_si / s_si - 1) < 5e-4
assert abs(fe_hf / s_hf - 1) < 5e-4
assert abs((fe_si - fe_hf) / delta - 1) < 2e-3
for rad, phi, s, first in ((rad_si, phi_si, s_si, 0), (rad_hf, phi_hf, s_hf, 16)):
    field = (phi[first] - phi[first + 1]) / (rad[first + 1] - rad[first])
    middle = 0.5 * (rad[first] + rad[first + 1])
    assert abs(field / (1 / (s * KS * middle)) - 1) < 2e-3

# Exchange at fixed radius ratios leaves the capacitance alone
r_out = R + TS + TH
r_mid = R * r_out / (R + TS)
fe_ratio, _, _ = finite_elements([(r_mid - R, KH), (r_out - r_mid, KS)])
assert abs(fe_ratio / fe_si - 1) < 5e-4

# Difference formula on other stacks, from direct integration of the field
for rad, ta, tb, ka, kb in ((1.0, 3.0, 0.5, 3.9, 25.0), (7.0, 1.0, 6.0, 9.0, 4.0),
                            (0.5, 2.0, 2.0, 2.0, 3.0)):
    direct = (elastance_quad([(ta, ka), (tb, kb)], rad)
              - elastance_quad([(tb, kb), (ta, ka)], rad))
    assert abs(direct / swap_formula(rad, ta, tb, ka, kb) - 1) < 1e-8

# Large-radius law
length = (1 / KS - 1 / KH) * TS * TH / (TS / KS + TH / KH)
big = 2000.0
big_gain = elastance_quad(SILICA_IN, big) / elastance_quad(HAFNIA_IN, big) - 1
assert abs(big_gain * big / length - 1) < 5e-3

# Core solver
for ang in (0, 3):
    numeric = radial_states(80, M_LIGHT, ang, np.zeros(80))[0][0]
    bessel = KIN / M_LIGHT * (jn_zeros(ang, 1)[0] / R)**2
    assert abs(numeric / bessel - 1) < 3e-3
fermi, _, depth = core_state(N_LINE, 300.0, M_HARM, 80)
s_core, slope_free = core_elastance()
assert abs(slope_free - fermi) < 3e-4
s_coarse, _ = core_elastance(cells=50)
assert abs(s_coarse / s_core - 1) < 1e-2
s_hot, _ = core_elastance(temp=400.0)
s_geo, _ = core_elastance(mass4=M_GEO)

# Other neglected effects
half = TS / 2
s_regrown = elastance([(half, KS), (TH, KH), (half, KS)])
assert s_hf < s_regrown < s_si
f_si, f_hf = peak_fields(SILICA_IN), peak_fields(HAFNIA_IN)
assert all(f[k] < BREAKDOWN[k] for f in (f_si, f_hf) for k in (KS, KH))
attempt = fermi * const.e / const.h
x_si, x_hf = leak_exponent(SILICA_IN, fermi), leak_exponent(HAFNIA_IN, fermi)
leak_si, leak_hf = attempt * np.exp(-x_si), attempt * np.exp(-x_hf)
assert max(leak_si, leak_hf) < 2 * np.pi * 1e9


def cap(s):
    """Capacitance per length in fF/um (1 F/m = 1e9 fF/um)."""
    return 2 * np.pi * const.epsilon_0 / s * 1e9


def t_eq(s):
    return R * (np.exp(KS * s) - 1)


eot = TS + TH * KS / KH
print(f"core radius {R} nm, silica {TS} nm, hafnia {TH} nm")
print(f"permittivities: silica {KS}, hafnia {KH}, silicon {KSI}")
print(f"log thickness, silica inside: silica {np.log((R+TS)/R):.4f},"
      f" hafnia {np.log(r_out/(R+TS)):.4f}")
print(f"log thickness, hafnia inside: hafnia {np.log((R+TH)/R):.4f},"
      f" silica {np.log(r_out/(R+TH)):.4f}")
print(f"elastance S: silica inside {s_si:.5f}, hafnia inside {s_hf:.5f}")
print(f"difference of S from the formula: {delta:.5f}")
print(f"finite-element S: silica inside {fe_si:.5f}, hafnia inside {fe_hf:.5f}")
print(f"C, silica inside: {cap(s_si):.4f} fF/um")
print(f"C, hafnia inside: {cap(s_hf):.4f} fF/um")
print(f"gain in C from hafnia inside: {gain(s_si, s_hf):.2f} %")
print(f"equivalent silica: silica inside {t_eq(s_si):.3f} nm,"
      f" hafnia inside {t_eq(s_hf):.3f} nm")
print(f"planar equivalent silica, either order: {eot:.3f} nm")
print(f"planar estimate of C on core area: {cap(eot/(KS*R)):.4f} fF/um")
print(f"fixed-ratio exchange: hafnia {r_mid-R:.3f} nm, silica {r_out-r_mid:.3f} nm")
print(f"finite-element S after fixed-ratio exchange: {fe_ratio:.5f}")
print(f"length L of the large-radius law: {length:.4f} nm")
for rad in (2.0, 4.0, 10.0, 40.0):
    g = gain(elastance(SILICA_IN, rad), elastance(HAFNIA_IN, rad))
    print(f"R = {rad:.0f} nm: gain {g:.2f} %, law L/R {100*length/rad:.2f} %")
print(f"electrons per length {N_LINE} /nm,"
      f" per core area {N_LINE/(2*np.pi*R)*1e14:.2e} /cm2")
print(f"oxide voltage: silica inside {VOLT_NM*N_LINE*s_si:.3f} V,"
      f" hafnia inside {VOLT_NM*N_LINE*s_hf:.3f} V")
print(f"silicon masses {M_LIGHT}, {M_HEAVY}; harmonic mean {M_HARM:.3f},"
      f" geometric {M_GEO:.3f}")
print(f"Fermi level above surface band edge, 300 K: {fermi:.3f} eV")
print(f"free-energy derivative, 300 K: {slope_free:.3f} eV")
print(f"mean depth of electrons below surface: {depth:.2f} nm")
print(f"core elastance, 300 K: {s_core:.4f}")
print(f"C with core, silica inside: {cap(s_si+s_core):.3f} fF/um")
print(f"C with core, hafnia inside: {cap(s_hf+s_core):.3f} fF/um")
print(f"gain with core, 300 K: {gain(s_si+s_core, s_hf+s_core):.1f} %")
print(f"gain with core, 400 K: {gain(s_si+s_hot, s_hf+s_hot):.1f} %")
print(f"gain with core, geometric mass: {gain(s_si+s_geo, s_hf+s_geo):.1f} %")
print(f"gain if {half} nm of the silica lies beneath: {gain(s_si, s_regrown):.1f} %")
for k in (16.0, 25.0):
    g = gain(elastance([(TS, KS), (TH, k)]), elastance([(TH, k), (TS, KS)]))
    print(f"gain for hafnia permittivity {k:.0f}: {g:.1f} %")
print(f"peak field, silica inside: silica {f_si[KS]:.2f},"
      f" hafnia {f_si[KH]:.2f} MV/cm")
print(f"peak field, hafnia inside: silica {f_hf[KS]:.2f},"
      f" hafnia {f_hf[KH]:.2f} MV/cm")
print(f"rough breakdown: silica {BREAKDOWN[KS]:.0f}, hafnia {BREAKDOWN[KH]:.0f} MV/cm")
print(f"barrier and mass: silica {BARRIER[KS][0]} eV, {BARRIER[KS][1]};"
      f" hafnia {BARRIER[KH][0]} eV, {BARRIER[KH][1]}")
print(f"WKB exponent: silica inside {x_si:.1f}, hafnia inside {x_hf:.1f}")
print(f"attempt rate E_F/h: {attempt:.1e} /s")
print(f"escape rate: silica inside {leak_si:.0e}, hafnia inside {leak_hf:.0e} /s")
print(f"angular frequency of a 1 GHz signal: {2*np.pi*1e9:.1e} /s")
print("every check passed")
```

Running it gives:

```
core radius 4.0 nm, silica 0.8 nm, hafnia 2.0 nm
permittivities: silica 3.9, hafnia 20.0, silicon 11.7
log thickness, silica inside: silica 0.1823, hafnia 0.3483
log thickness, hafnia inside: hafnia 0.4055, silica 0.1252
elastance S: silica inside 0.06416, hafnia inside 0.05237
difference of S from the formula: 0.01180
finite-element S: silica inside 0.06416, hafnia inside 0.05236
C, silica inside: 0.8670 fF/um
C, hafnia inside: 1.0624 fF/um
gain in C from hafnia inside: 22.53 %
equivalent silica: silica inside 1.137 nm, hafnia inside 0.906 nm
planar equivalent silica, either order: 1.190 nm
planar estimate of C on core area: 0.7293 fF/um
fixed-ratio exchange: hafnia 1.667 nm, silica 1.133 nm
finite-element S after fixed-ratio exchange: 0.06416
length L of the large-radius law: 1.0824 nm
R = 2 nm: gain 39.09 %, law L/R 54.12 %
R = 4 nm: gain 22.53 %, law L/R 27.06 %
R = 10 nm: gain 9.99 %, law L/R 10.82 %
R = 40 nm: gain 2.65 %, law L/R 2.71 %
electrons per length 2.5 /nm, per core area 9.95e+12 /cm2
oxide voltage: silica inside 0.462 V, hafnia inside 0.377 V
silicon masses 0.19, 0.92; harmonic mean 0.315, geometric 0.418
Fermi level above surface band edge, 300 K: 0.345 eV
free-energy derivative, 300 K: 0.345 eV
mean depth of electrons below surface: 1.62 nm
core elastance, 300 K: 0.0336
C with core, silica inside: 0.569 fF/um
C with core, hafnia inside: 0.647 fF/um
gain with core, 300 K: 13.7 %
gain with core, 400 K: 13.6 %
gain with core, geometric mass: 14.2 %
gain if 0.4 nm of the silica lies beneath: 9.3 %
gain for hafnia permittivity 16: 19.3 %
gain for hafnia permittivity 25: 25.6 %
peak field, silica inside: silica 4.62, hafnia 0.75 MV/cm
peak field, hafnia inside: silica 3.08, hafnia 0.90 MV/cm
rough breakdown: silica 10, hafnia 4 MV/cm
barrier and mass: silica 3.1 eV, 0.5; hafnia 1.5 eV, 0.17
WKB exponent: silica inside 16.6, hafnia inside 17.9
attempt rate E_F/h: 8.4e+13 /s
escape rate: silica inside 5e+06, hafnia inside 1e+06 /s
angular frequency of a 1 GHz signal: 6.3e+09 /s
every check passed
```
